Absorbance of a free-standing sheet and the Dirac value πα

**1. The question**

A sheet one or a few atoms thick hangs in vacuum, and light falls on it at right angles. The measurable quantity is the absorbance A, the fraction of the incident energy that stays in the sheet. A calculation with periodic boundary conditions gives something else: the dielectric function ε(ω) of a stack of sheets, repeated with a period L that consists mostly of vacuum. If L is doubled, ε changes, although the sheet is the same. The absorbance must therefore contain ε and L in a combination from which the arbitrary height drops out.

That combination is ωL Im ε/c, provided that the sheet responds weakly to the light, so that ωL|ε − 1|/c ≪ 1, and is thin compared with the wavelength. For undoped, independent, massless Dirac electrons in four cones (two spins, two valleys) at zero temperature it equals π times the fine-structure constant α.

The algebra uses atomic units, e = ħ = m = 1, with Gaussian fields, so that D = E + 4πP and c = 1/α ≈ 137.04. Oscillating fields are real parts of complex amplitudes times exp(−iωt). With this sign an absorbing medium has Im ε > 0. The response is taken as linear and isotropic in the plane.

**2. From the periodic cell to a surface current**

At normal incidence the electric field lies in the plane of the sheet. The tangential field is continuous across any plane parallel to the sheet, and over the height of a cell it changes little when |√ε| ωL/c ≪ 1, since light in the stack has the wave number √ε ω/c. For a weakly responding sheet this amounts to ωL/c ≪ 1. The cell-averaged field E is then also the macroscopic field at the sheet. The in-plane dielectric function relates it to the cell-averaged polarization, P = (ε − 1)E/(4π). Multiplying this dipole moment per volume by L gives the dipole moment per area,

p = L(ε − 1)E/(4π).  (1)

Vacuum contributes nothing to p. Once the periodic images neither share electrons nor act on each other through short-range fields, p/E is a property of one sheet, and ε − 1 must fall as 1/L.

The surface current K, a current per length, is the time derivative of p. With the time factor exp(−iωt) the derivative is multiplication by −iω, so

K = σE,  σ = −iωL(ε − 1)/(4π).  (2)

To find the real part, write ε − 1 = (Re ε − 1) + i Im ε. Multiplication by −i turns i Im ε into +Im ε and makes the other term imaginary. Hence

Re σ = ωL Im ε/(4π).  (3)

The ε in these equations is the macroscopic function: it gives the response to the total averaged field, which includes the field radiated by the sheet itself.

A film of thickness d and dielectric constant ε_f shows the dilution at work. Its dipole moment per area is d(ε_f − 1)E/(4π), and comparison with (1) gives ε − 1 = (d/L)(ε_f − 1). For d = 3 Å and ε_f = 6 + 8i, this predicts Im ε = 2.4, 1.2 and 0.6 at L = 10, 20 and 40 Å. The wave number of light in such a stack, computed from Maxwell's equations, gives these values, and at a photon energy of 2 eV ωL Im ε/c is 0.0243 in all three cases.

**3. What the sheet does to the light**

Let the sheet lie at z = 0 and let the light travel towards positive z with its electric field along x. The incident amplitude is E_i, the reflected amplitude rE_i and the transmitted amplitude uE_i. The magnetic field lies along y. Faraday's law reads

∂E_x/∂z = −(1/c) ∂H_y/∂t = (iω/c) H_y.  (4)

For a wave exp(iωz/c) the left side is (iω/c)E_x, so H_y = E_x. For the reflected wave exp(−iωz/c) the sign is reversed, and H_y = −E_x.

Integrating (4) across the sheet gives no jump in E_x, because H_y is finite and the interval shrinks to zero:

1 + r = u.  (5)

The x component of Ampère's law is

−∂H_y/∂z = (4π/c) J_x + (1/c) ∂E_x/∂t.  (6)

Here J_x is the volume current density, whose integral across the sheet is K. The last term is finite and contributes nothing to the integral. Therefore

H_y(0−) − H_y(0+) = 4πK/c.  (7)

In front of the sheet H_y = (1 − r)E_i, and behind it H_y = uE_i. The field that drives the current is the field at the sheet, uE_i, so K = σuE_i. Dividing (7) by E_i gives

1 − r − u = su,  s = 4πσ/c = −iωL(ε − 1)/c.  (8)

The dimensionless number s measures the strength of the sheet. Adding (5) to 1 − r = (1 + s)u, which is (8) rearranged, eliminates r and leaves 2 = (2 + s)u. Thus

u = 1/(1 + s/2),  r = u − 1 = −(s/2)u.  (9)

Both outgoing waves travel in vacuum, so the reflected and transmitted energy fractions are |r|² and |u|². The rest is absorbed:

A = 1 − |r|² − |u|² = (|1 + s/2|² − |s/2|² − 1)/|1 + s/2|².  (10)

Since |1 + s/2|² = 1 + Re s + |s|²/4, the numerator reduces to Re s:

A = Re s/|1 + s/2|² = Re s/(1 + Re s + |s|²/4).  (11)

This holds for any strength s, as long as the sheet is thin enough to be treated as a surface current. For |s| ≪ 1 the denominator is close to one, and (3) gives Re s = 4π Re σ/c = ωL Im ε/c. To first order in s,

A = ωL Im ε/c.  (12)

The energy balance shows what has been neglected. The time-averaged incident intensity is c|E_i|²/(8π), and the power dissipated per area is ½ Re σ |uE_i|². Their ratio is Re s |u|², which is (11) again. Equation (12) replaces |u|² by one: it lets the incident field act on the electrons at full strength, although the sheet's own radiation changes that field.

From (11), the linear formula exceeds the thin-sheet result by the relative amount

(Re s)/A − 1 = Re s + |s|²/4.  (13)

When |s|²/4 is small compared with Re s, an absorbance of about two percent is thus overestimated by about two percent of itself. For strong absorption the formula fails altogether. With real s, A = s/(1 + s/2)² has the derivative (1 − s/2)/(1 + s/2)³, so its maximum is at s = 2, where A = 1/2. An imaginary part of s only enlarges the denominator of (11), so one half is the upper limit for any thin sheet of this kind lit from one side. At s = 2 the linear formula gives 2, more energy than arrives.

For a film of finite thickness, the surface-current description also requires the field to be nearly uniform inside it, |√ε_f| ωd/c ≪ 1. A small d/λ, with λ the vacuum wavelength, does not guarantee this if |ε_f| is large.

Nothing so far has assumed independent electrons. If ε comes from a Bethe-Salpeter calculation, with excitons in the spectrum, (11) applies unchanged, and so does (12) wherever |s| ≪ 1. At the peak of a narrow exciton line s need not be small, and (11) has to be used there. The electronic model enters through ε: its imaginary part in (12), both parts in (11). In a many-body calculation the periodic images also screen the long-range Coulomb interaction, so the band gap and the exciton binding energy drift slowly with L, and L(ε − 1) has to be checked for convergence in L.

**4. Dirac electrons in the light field**

Consider two bands that touch at a point and separate linearly. With the wave vector k = k(cos φ, sin φ) measured from the touching point, the Hamiltonian is

H = v(τ_x k_x + τ_y k_y),  (14)

where v is the Dirac velocity and τ_x, τ_y are Pauli matrices. As a matrix, H has zero diagonal elements, vk exp(−iφ) at the upper right and vk exp(iφ) at the lower left. Acting on the vectors

|±⟩ = (1, ±exp(iφ))/√2,  (15)

it gives ±vk|±⟩. For the first component, vk exp(−iφ) × (±exp(iφ)) = ±vk; the second component is vk exp(iφ) = ±vk × (±exp(iφ)). The energies are ±vk, and a vertical transition between the bands costs 2vk. Transitions are vertical because light at normal incidence has no wave vector in the plane.

The sheet is undoped and at zero temperature: every state |−⟩ is filled and every state |+⟩ is empty. There are g such cones. Two spin directions and two inequivalent touching points, called valleys, make g = 4.

An electron has charge −1, so a uniform vector potential a(t) along x replaces k_x by k_x + a/c. The field is E = −(1/c) da/dt. For E = E₀ cos ωt, integration gives a = −(cE₀/ω) sin ωt, and the perturbation is

H′ = vτ_x a/c = −(E₀/ω) v_x sin ωt,  v_x = ∂H/∂k_x = vτ_x.  (16)

Here E₀ is the amplitude at the sheet. Since sin ωt = [exp(iωt) − exp(−iωt)]/(2i), the part of H′ that varies as exp(−iωt), which lifts electrons by ω, is E₀v_x/(2iω). Its strength is E₀/(2ω) times the velocity matrix element.

That element follows from (15). The matrix τ_x exchanges the two components, so τ_x|−⟩ = (−exp(iφ), 1)/√2, and

⟨+|τ_x|−⟩ = ½[−exp(iφ) + exp(−iφ)] = −i sin φ.  (17)

Hence |⟨+|v_x|−⟩|² = v² sin²φ. Electrons with k along the field are not excited to this order; those with k perpendicular to it couple most strongly. The second valley can be described by reversing the sign of k_x in (14). This replaces φ by π − φ and v_x by −vτ_x, and the squared element is the same.

**5. Absorbed power and the constant conductivity**

For a perturbation V exp(−iωt) plus its Hermitian conjugate, Fermi's golden rule gives the rate 2π|⟨+|V|−⟩|² δ(2vk − ω). With V from (16), the rate for one wave vector is

Γ = 2π [E₀/(2ω)]² |⟨+|v_x|−⟩|² δ(2vk − ω).  (18)

Each transition takes the energy ω from the light, and there are d²k/(2π)² wave vectors per unit area. The absorbed power per area is

ω g ∫ d²k/(2π)² Γ = [πE₀²/(2ω)] g I,  (19)

I = ∫ d²k/(2π)² |⟨+|v_x|−⟩|² δ(2vk − ω).  (20)

The prefactor in (19) is ω × 2π/(4ω²) = π/(2ω). The same power, written with the conductivity, is the time average of KE, which is ½ Re σ E₀². Equating the two and using (3),

Re σ = πgI/ω,  Im ε = 4π Re σ/(ωL) = 4π²gI/(ω²L).  (21)

The integral separates in polar coordinates, with d²k = k dk dφ. The angular part is ∫ sin²φ dφ = π. In the radial part the delta function sets k = ω/(2v) and contributes a factor 1/(2v), the inverse derivative of its argument:

∫ k dk δ(2vk − ω) = [ω/(2v)] × [1/(2v)] = ω/(4v²).  (22)

Together,

I = [v²/(4π²)] × π × ω/(4v²) = ω/(16π).  (23)

The velocity has cancelled. Faster electrons couple more strongly to the field, by v², but their steeper bands offer fewer states at the transition energy, by 1/v². Inserting (23) into (21) gives

Re σ = g/16,  Im ε = πg/(4ωL).  (24)

The frequency has cancelled from Re σ as well: the number of available pairs grows as ω, while the factor 1/ω in (21) compensates it. For g = 4, Re σ = 1/4, or e²/(4ħ) with the units restored, and Im ε = π/(ωL). The first-order absorbance (12) becomes

A = (ωL/c) × π/(ωL) = π/c = πα.  (25)

Each cone contributes πα/4. Neither the Dirac velocity, the photon energy nor the cell height remains.

A short pulse gives the same fraction without a dielectric function. Since the conductivity is the same at all frequencies in the pulse, a weak pulse deposits the energy ¼∫E²dt per area. If the field at the sheet is set equal to the incident field, as in (12), the pulse brings in (c/4π)∫E²dt, and the ratio is π/c, again the first-order value. Solving the time-dependent Schrödinger equation for the electrons in such a pulse, without the golden rule, gives a conductivity of 0.2500 e²/ħ and a ratio of 0.0229. For the pulse used, with a Gaussian envelope of width 6/ω and a peak value of va/c equal to 10⁻³ω, the excitation probability stays below 10⁻⁴ for every wave vector, so the response is well within the linear regime.

**6. The same sheet beyond first order**

Equation (11) also needs Im s. By causality, Im σ at frequency ω is proportional to the principal value of

ω ∫₀^∞ dω′ Re σ(ω′)/(ω′² − ω²).  (26)

If the cones extend to all energies, Re σ is constant and comes out of the integral. An antiderivative of 1/(ω′² − ω²) is ln|(ω′ − ω)/(ω′ + ω)|/(2ω). It vanishes at ω′ = 0 and at infinity, and the contributions from the two sides of ω′ = ω cancel in the principal value. So Im σ = 0 and s = πα, which gives

A = πα/(1 + πα/2)².  (27)

The value πα is therefore the leading term, and (27) is the thin-sheet result for the ideal cones. In a material other bands can add an imaginary part to s. By (11) this changes the denominator by (Im s)²/4, a second-order effect when |s| is small.

**7. A numerical case**

Take round model parameters: photon energy ħω = 2 eV, ħv = 6 eV Å and cell height L = 20 Å. The wavelength is 6199 Å, far larger than the cell. The electrons that absorb have

k = ħω/(2ħv) = 2/(2 × 6) = 0.167 Å⁻¹.

With units restored, Im ε = πe²/(ħωL), where e² = 14.40 eV Å in Gaussian form. Thus

Im ε = π × 14.40/(2 × 20) = 1.131.

With ħc = 1973.3 eV Å, the first-order absorbance is

A = ħωL Im ε/(ħc) = 2 × 20 × 1.131/1973.3 = 0.0229,

which is πα, or 2.29 percent. A direct sum over k, with the Hamiltonian diagonalized numerically at each point, gives the same Im ε. It also gives the same absorbance at 1 and 3 eV, and with ħv halved to 3 eV Å.

Beyond first order, s/2 = πα/2 = 0.01146, and (9) and (27) give

|u|² = 1/(1.01146)² = 0.9775,

|r|² = (0.01146)² × 0.9775 = 0.00013,

A = 0.02293 × 0.9775 = 0.0224.

The linear value is too high by 2.3 percent of the thin-sheet value, as (13) requires. Reflection is very weak because it is of second order in s, whereas absorption is of first order. Nearly all the light missing from the transmitted beam has been absorbed.

**8. When the value is no longer πα**

Doping blocks transitions. If the Fermi level lies at an energy μ above or below the touching point, both states of a pair with vk < |μ| are filled, or both are empty. The absorbing pairs have vk = ω/2, so at zero temperature interband absorption vanishes for ω < 2|μ| and keeps the first-order value (25) above that threshold. Intraband absorption by the free carriers, which needs scattering, is not included in this model.

In the undoped sheet, temperature weakens the interband absorption. Absorption needs a filled lower and an empty upper state, and stimulated emission the reverse. With occupations f₋ and f₊ the net rate is multiplied by f₋(1 − f₊) − f₊(1 − f₋) = f₋ − f₊. For a Fermi level at the touching point, f₋ = 1 − f₊ and f₊ = 1/[exp(ω/(2Θ)) + 1], where Θ is the thermal energy. Then f₋ − f₊ = 1 − 2f₊ = tanh[ω/(4Θ)]. The zero-temperature value requires ω ≫ 4Θ.

A gap changes the value above threshold as well, by an amount that dies away only for photon energies far above the gap. Add (Δ/2)τ_z to (14). The transition energy W then obeys W² = 4v²k² + Δ², and the Hamiltonian is W/2 times the Pauli matrix along a unit vector n with n_x = 2vk cos φ/W. In the lower state ⟨−|τ_x|−⟩ = −n_x. Because τ_x² = 1, the squared elements from |−⟩ to both states add up to one, so

|⟨+|τ_x|−⟩|² = 1 − n_x².  (28)

The average of cos²φ is ½, and 4v²k² = W² − Δ². The angular average of (28) is therefore

1 − ½(W² − Δ²)/W² = ½(1 + Δ²/W²).  (29)

Without a gap this average was ½. The radial measure keeps its form, since W dW = 4v²k dk gives k dk = W dW/(4v²), and the delta function sets W = ω. To first order in s,

A = πα(1 + Δ²/ω²) for ω > Δ.  (30)

For Δ = 1 eV the factor is 1.25 at 2 eV and 1.11 at 3 eV, and the numerical k-sum gives the same values. This first-order factor tends to 2 as ω approaches the gap from above, and to 1 for ω ≫ Δ. At the edge itself the step in Re σ makes Im s diverge logarithmically by (26), but the logarithm carries the small prefactor 2α: |Im s| is about 0.1 at ω − Δ = 10⁻³Δ and reaches one only within about 10⁻³⁰Δ of the edge. With any realistic line broadening s therefore stays small there. Within the model (14) with a gap term, the absorbance is therefore independent of frequency only for Δ = 0, although the velocity cancels for any Δ.

Curvature of the bands at higher energy lies outside (14), so (25) is limited to photon energies for which the bands are still linear. For a nearest-neighbour honeycomb lattice with bond length 1.42 Å and the same ħv = 6 eV Å, the first-order absorbance exceeds πα by about 1, 6 and 15 percent at 1, 2 and 3 eV; at the 2 eV of section 7 this outweighs the 2.3 percent correction from (27). The interaction between the excited electron and the hole it leaves behind is also absent. When it is included, the independent transitions in (20) are replaced by correlated pair states, and Im ε has to be calculated anew. The result then goes into (12), or, together with Re ε, into (11) if the response is not weak.

Computed values

```
fine-structure constant alpha = 0.00729735
1/alpha = c in atomic units = 137.0360
hbar c = 1973.270 eV angstrom
e^2 (Gaussian) = 14.3996 eV angstrom
photon energy = 2.0 eV, hbar v = 6.0 eV angstrom
cell height L = 20.0 angstrom
wavelength = 6199 angstrom
resonant wave number = 0.1667 1/angstrom
test film: thickness 3.0 angstrom, eps = (6+8j)
stack L = 10 angstrom: Im eps = 2.4000, w L Im eps/(hbar c) = 0.02433
stack L = 20 angstrom: Im eps = 1.2000, w L Im eps/(hbar c) = 0.02433
stack L = 40 angstrom: Im eps = 0.6001, w L Im eps/(hbar c) = 0.02433
test film absorbance: Maxwell 0.02374, sheet 0.02374
relative excess of linear formula: 0.02447; response ten times weaker: 0.00243
strong absorber: linear formula 2.000, Maxwell 0.500
Dirac Im eps: k-sum 1.1309, closed form 1.1309
k-sum, w = 1 eV, hbar v = 6 eV angstrom: linear absorbance = 0.022925
k-sum, w = 2 eV, hbar v = 6 eV angstrom: linear absorbance = 0.022925
k-sum, w = 3 eV, hbar v = 6 eV angstrom: linear absorbance = 0.022925
k-sum, w = 2 eV, hbar v = 3 eV angstrom: linear absorbance = 0.022925
gap 1 eV, w = 2 eV: absorbance/(pi alpha) = 1.2502
gap 1 eV, w = 3 eV: absorbance/(pi alpha) = 1.1111
pulse: largest excitation probability = 5.3e-05
pulse: sheet conductivity = 0.24999 e^2/hbar
pulse: absorbed energy/incident energy = 0.022924
pi alpha = 0.022925 = 2.293 percent
one cone: pi alpha/4 = 0.005731
Dirac sheet, all orders: absorbance = 0.022409
Dirac sheet, all orders: reflectance = 0.000128
Dirac sheet, all orders: transmittance = 0.977463
Dirac film of 3 angstrom, Maxwell: A = 0.022409
```
